# Rejection-free kinetic Monte Carlo for monolayer islands, with detailed balance: a numerical check

```python
"""Rejection-free kinetic Monte Carlo of monolayer islands on a triangular lattice.

Result under test: with hop rates nu*exp(-(E_class + max(0, dE))/kT), barriers
E_class symmetric under reversal, deposition rate F per vacant site and desorption
rate k0*exp(-n*J/kT), the stationary law is exp((mu*N + J*B)/kT)/Z with
mu = kT*ln(F/k0), and all pair currents vanish.
N: occupied sites, B: occupied neighbour pairs, n: occupied neighbours of a site,
J: bond energy, dE: energy change of a hop, nu: attempt frequency.
Energies in eV, rates in 1/s, times in s.
"""
import math
import random
import numpy as np
from scipy.constants import Boltzmann, elementary_charge

TEMPERATURE = 1000.0
KT = Boltzmann * TEMPERATURE / elementary_charge
NU = 1.0e13
TERRACE, ATTACH, DETACH, TRANSFER, EDGE = range(5)
DESORB = 30                 # classes 30..36: desorption with 0..6 neighbours
DEPOSIT = 37
DIRECTIONS = [(1, 0), (0, 1), (-1, 1), (-1, 0), (0, -1), (1, -1)]


def arrhenius(barrier):
    return NU * math.exp(-barrier / KT)


class IslandKMC:
    """Event number = 8*site + k; k = 0..5 hop, 6 desorption, 7 deposition."""

    def __init__(self, size, par, seed=0):
        self.size, self.sites = size, size * size
        self.rng = random.Random(seed)
        self.nbr = [[(u + du) % size + size * ((v + dv) % size)
                     for du, dv in DIRECTIONS]
                    for v in range(size) for u in range(size)]
        self.zone = []
        for s in range(self.sites):
            near = {s} | set(self.nbr[s])
            for t in self.nbr[s]:
                near |= set(self.nbr[t])
            self.zone.append(near)
        self.hop_zone = [[tuple(sorted(self.zone[s] | self.zone[t]))
                          for t in self.nbr[s]] for s in range(self.sites)]
        barrier = [par["terrace"], par["attach"], par["attach"],
                   par["attach"], par["edge"]]
        self.rate = [arrhenius(b + lost * par["bond"])
                     for b in barrier for lost in range(6)]
        self.rate += [arrhenius(par["desorb"] + n * par["bond"])
                      for n in range(7)]
        self.rate.append(par["flux"])
        self.load([0] * self.sites)

    def load(self, occupation):
        self.occ = list(occupation)
        self.cnt = [sum(self.occ[t] for t in ring) for ring in self.nbr]
        self.lists = [[] for _ in self.rate]
        self.cls = [-1] * (8 * self.sites)
        self.pos = [0] * (8 * self.sites)
        self.counts = [0] * len(self.rate)
        for s in range(self.sites):
            self.refresh(s)

    def set_event(self, event, new):
        old = self.cls[event]
        if old == new:
            return
        if old >= 0:
            members = self.lists[old]
            last = members.pop()
            if last != event:
                place = self.pos[event]
                members[place] = last
                self.pos[last] = place
        if new >= 0:
            self.pos[event] = len(self.lists[new])
            self.lists[new].append(event)
        self.cls[event] = new

    def hop_class(self, s, d):
        occ, ring = self.occ, self.nbr[s]
        t = ring[d]
        if occ[t]:
            return -1
        here, there = self.cnt[s], self.cnt[t] - 1
        # the two sites adjacent to both ends of the hop
        if occ[ring[d - 1]] or occ[ring[d - 5]]:
            kind = EDGE
        elif here == 0:
            kind = ATTACH if there else TERRACE
        else:
            kind = TRANSFER if there else DETACH
        return 6 * kind + (here - there if here > there else 0)

    def refresh(self, s):
        base, cls = 8 * s, self.cls
        if self.occ[s]:
            for d in range(6):
                new = self.hop_class(s, d)
                if cls[base + d] != new:
                    self.set_event(base + d, new)
            new = DESORB + self.cnt[s]
            if cls[base + 6] != new:
                self.set_event(base + 6, new)
            if cls[base + 7] >= 0:
                self.set_event(base + 7, -1)
        else:
            for k in range(7):
                self.set_event(base + k, -1)
            self.set_event(base + 7, DEPOSIT)

    def change(self, s, value):
        self.occ[s] = value
        step = 1 if value else -1
        for t in self.nbr[s]:
            self.cnt[t] += step

    def step(self):
        """Execute one event; return the time spent in the state just left."""
        weights = [r * len(m) for r, m in zip(self.rate, self.lists)]
        total = sum(weights)
        waiting = -math.log(1.0 - self.rng.random()) / total
        mark, chosen = self.rng.random() * total, -1
        for c, w in enumerate(weights):
            if w > 0.0:
                chosen = c
                mark -= w
                if mark < 0.0:
                    break
        members = self.lists[chosen]
        s, k = divmod(members[int(self.rng.random() * len(members))], 8)
        self.counts[chosen] += 1
        if k == 7:
            self.change(s, 1)
            region = self.zone[s]
        else:
            self.change(s, 0)
            region = self.zone[s]
            if k < 6:
                self.change(self.nbr[s][k], 1)
                region = self.hop_zone[s][k]
            self.refresh(s)
        occ = self.occ
        for t in region:
            if occ[t]:
                self.refresh(t)
        return waiting

    def kind_count(self, kind):
        return sum(self.counts[6 * kind:6 * kind + 6])


def adjacency(size):
    """Neighbour matrix from real-space distances with periodic images."""
    index = np.arange(size * size)
    u, v = index % size, index // size
    best = np.full((size * size, size * size), np.inf)
    for a in (-size, 0, size):
        for b in (-size, 0, size):
            du = u[:, None] - u[None, :] + a
            dv = v[:, None] - v[None, :] + b
            best = np.minimum(best, np.hypot(du + dv / 2, dv * math.sqrt(3) / 2))
    return (np.abs(best - 1.0) < 1e-6).astype(float)


def gibbs(size, par):
    """Probabilities, particle numbers and bond numbers of all lattice states."""
    m = size * size
    occ = ((np.arange(2**m)[:, None] >> np.arange(m)) & 1).astype(float)
    number = occ.sum(axis=1)
    bonds = ((occ @ adjacency(size)) * occ).sum(axis=1) / 2
    mu = KT * math.log(par["flux"] / arrhenius(par["desorb"]))
    log_weight = (mu * number + par["bond"] * bonds) / KT
    weight = np.exp(log_weight - log_weight.max())
    return weight / weight.sum(), number, bonds, mu


def master_equation(model):
    """Stationary law and net-current fraction from the engine's event lists."""
    dim = 2**model.sites
    flow = np.zeros((dim, dim))          # flow[b, a]: rate from a to b
    for state in range(dim):
        model.load([(state >> s) & 1 for s in range(model.sites)])
        for rate, members in zip(model.rate, model.lists):
            for event in members:
                s, k = divmod(event, 8)
                target = state ^ (1 << s)
                if k < 6:
                    target ^= 1 << model.nbr[s][k]
                flow[target, state] += rate
    scale = flow.max()
    generator = (flow - np.diag(flow.sum(axis=0))) / scale
    generator[-1, :] = 1.0
    rhs = np.zeros(dim)
    rhs[-1] = 1.0
    p = np.linalg.solve(generator, rhs)
    traffic = flow * p[None, :]
    return p, np.abs(traffic - traffic.T).sum() / (2 * traffic.sum())


# ---------- reversible ensemble: master equation on 3 x 3 sites ----------
strong = dict(terrace=1.6, attach=1.65, edge=1.75, desorb=1.4,
              bond=0.1, flux=2.5e4)
p_exact, _, _, mu_strong = gibbs(3, strong)
p_master, current_ok = master_equation(IslandKMC(3, strong))
law_error = np.max(np.abs(p_master / p_exact - 1))
assert law_error < 1e-8 and current_ok < 1e-10

blind = IslandKMC(3, strong)
for n in range(7):
    blind.rate[DESORB + n] = blind.rate[DESORB]
_, current_blind = master_equation(blind)
skewed = IslandKMC(3, strong)
for c in range(6 * DETACH, 6 * DETACH + 6):
    skewed.rate[c] *= 3.0
_, current_skewed = master_equation(skewed)
assert current_blind > 1e-4 and current_skewed > 1e-4

print(f"temperature {TEMPERATURE:.0f} K, kT {KT:.5f} eV, prefactor {NU:.1e} 1/s")
print("3x3 VALIDATION barriers (eV): " + ", ".join(
    f"{k} {strong[k]:.2f}" for k in ("terrace", "attach", "edge", "desorb")))
print(f"3x3 bond {strong['bond']:.2f} eV, flux {strong['flux']:.2e} 1/s per site")
print(f"3x3 k0 {arrhenius(strong['desorb']):.4e} 1/s, mu {mu_strong:.4f} eV")
print(f"3x3 master equation: states {len(p_exact)}, "
      f"largest relative error of Gibbs law {law_error:.1e}")
print(f"net-current fraction, reversible rates: {current_ok:.1e}")
print(f"net-current fraction, bond-blind desorption: {current_blind:.3e}")
print(f"net-current fraction, detachment x3 only: {current_skewed:.3e}")

# ---------- reversible ensemble: trajectory on 4 x 4 sites ----------
weak = dict(strong, desorb=1.6, bond=0.05, flux=1.0e4)
p4, number4, bonds4, mu_weak = gibbs(4, weak)
exact = np.array([p4 @ number4 / 16, p4 @ bonds4 / 16])
weak_law = np.bincount(number4.astype(int), weights=p4)
p4_strong = gibbs(4, strong)[0]
strong_law = np.bincount(number4.astype(int), weights=p4_strong)
dense_strong = strong_law[16] / strong_law.min()
dense_weak = weak_law[16] / weak_law.min()
print(f"4x4 VALIDATION bond {weak['bond']:.2f} eV, desorb {weak['desorb']:.2f} eV, "
      f"flux {weak['flux']:.2e} 1/s per site")
print(f"4x4 k0 {arrhenius(weak['desorb']):.4e} 1/s, mu {mu_weak:.4f} eV")
print(f"4x4 P(full)/min P(N): bond {strong['bond']:.2f} eV {dense_strong:.2f}, "
      f"bond {weak['bond']:.2f} eV {dense_weak:.2f}")
# strong bonds: separate dense peak; weak bonds: the full lattice is least likely
assert dense_strong > 2 and dense_weak < 1 + 1e-9

walker = IslandKMC(4, weak, seed=11)
for _ in range(2000):
    walker.step()
walker.counts = [0] * len(walker.rate)
BLOCKS, LENGTH = 40, 1500
block_sum, block_time = np.zeros((BLOCKS, 2)), np.zeros(BLOCKS)
for b in range(BLOCKS):
    sum_n = sum_b = time = 0.0
    for _ in range(LENGTH):
        sizes = [len(walker.lists[DESORB + n]) for n in range(7)]
        atoms = sum(sizes)
        pairs = sum(n * q for n, q in enumerate(sizes)) / 2
        dt = walker.step()
        sum_n += atoms * dt
        sum_b += pairs * dt
        time += dt
    block_sum[b] = sum_n / 16, sum_b / 16
    block_time[b] = time
sampled = block_sum.sum(axis=0) / block_time.sum()
residual = block_sum - sampled * block_time[:, None]
error = np.sqrt((residual**2).sum(axis=0) * BLOCKS / (BLOCKS - 1)) / block_time.sum()
n_att, n_det = walker.kind_count(ATTACH), walker.kind_count(DETACH)
print(f"4x4 trajectory: {BLOCKS * LENGTH} events, {len(p4)} states enumerated")
for i, name in enumerate(("coverage", "bonds per site")):
    print(f"{name}: sampled {sampled[i]:.4f} +- {error[i]:.4f}, "
          f"enumerated {exact[i]:.4f}")
print(f"4x4 attachments {n_att}, detachments {n_det}, "
      f"statistical scale {math.sqrt(n_att + n_det):.0f}")
assert np.all(np.abs(sampled - exact) < 4 * error)
assert error[0] < 0.015 and error[1] < 0.05
assert n_att > 100 and abs(n_att - n_det) < 4 * math.sqrt(n_att + n_det)


# ---------- growth ----------
def island_sizes(model):
    seen, sizes = set(), []
    for start in range(model.sites):
        if model.occ[start] and start not in seen:
            seen.add(start)
            stack, size = [start], 0
            while stack:
                s = stack.pop()
                size += 1
                for t in model.nbr[s]:
                    if model.occ[t] and t not in seen:
                        seen.add(t)
                        stack.append(t)
            sizes.append(size)
    return [q for q in sizes if q > 1]


SIZE, TARGET, RUNS = 24, 144, 4
SITES = SIZE * SIZE
NEIGHBOURS = adjacency(SIZE)
base = dict(terrace=1.6, attach=1.6, edge=1.75, desorb=2.6, bond=0.8, flux=20.0)
cases = {"reference": base,
         "slow edge": dict(base, edge=2.4),
         "attachment barrier": dict(base, attach=1.8)}
k_terrace = arrhenius(base["terrace"])
mu_growth = KT * math.log(base["flux"] / arrhenius(base["desorb"]))
print(f"GROWTH lattice {SIZE}x{SIZE}, final units {TARGET}, "
      f"coverage {TARGET / SITES:.2f}, runs per case {RUNS}")
print("reference barriers (eV): " + ", ".join(
    f"{k} {base[k]:.2f}" for k in ("terrace", "attach", "edge", "desorb")))
print(f"changed barriers (eV): slow edge {cases['slow edge']['edge']:.2f}, "
      f"raised attach {cases['attachment barrier']['attach']:.2f}")
print(f"bond {base['bond']:.2f} eV, flux {base['flux']:.1f} 1/s per site")
print(f"terrace hop rate {k_terrace:.3e} 1/s per direction, "
      f"ratio to flux {k_terrace / base['flux']:.3e}")
print(f"edge hop rate: reference {arrhenius(base['edge']):.3e} 1/s, "
      f"slow {arrhenius(cases['slow edge']['edge']):.3e} 1/s")
print(f"attachment rate with barrier "
      f"{arrhenius(cases['attachment barrier']['attach']):.3e} 1/s")
print(f"detachment rate from one bond, reference "
      f"{arrhenius(base['attach'] + base['bond']):.3e} 1/s")
print(f"isolated-unit desorption rate {arrhenius(base['desorb']):.3e} 1/s")
print(f"mu {mu_growth:.3f} eV, excess over coexistence (-3J) "
      f"{mu_growth + 3 * base['bond']:.3f} eV")

results, all_times = {}, []
for number, (name, par) in enumerate(cases.items()):
    rows = []
    for run in range(RUNS):
        model = IslandKMC(SIZE, par, seed=1000 * (number + 1) + run)
        elapsed = free_time = 0.0
        atoms = 0
        while atoms < TARGET:
            free = len(model.lists[DESORB])
            dt = model.step()
            elapsed += dt
            free_time += free * dt
            atoms = SITES - len(model.lists[DEPOSIT])
        # incremental catalogue against a complete rebuild
        fresh = IslandKMC(SIZE, par)
        fresh.load(model.occ)
        assert fresh.cls == model.cls
        occ = np.array(model.occ, dtype=float)
        assert np.array_equal(NEIGHBOURS @ occ, np.array(model.cnt, dtype=float))
        islands = island_sizes(model)
        hop_total = sum(model.rate[c] * len(model.lists[c]) for c in range(30))
        rows.append([occ @ NEIGHBOURS @ occ / TARGET, len(islands),
                     sum(islands) / len(islands),
                     free_time / elapsed / SITES,
                     hop_total / (6 * TARGET * max(model.rate[:30])),
                     sum(model.counts)]
                    + [model.kind_count(k) for k in range(5)]
                    + [sum(model.counts[DESORB:DEPOSIT])])
        all_times.append(elapsed)
    rows = np.array(rows, dtype=float)
    mean, sem = rows.mean(axis=0), rows.std(axis=0, ddof=1) / math.sqrt(RUNS)
    results[name] = (mean, sem)
    print(f"[{name}] mean coordination {mean[0]:.3f} +- {sem[0]:.3f}")
    print(f"  islands {mean[1]:.1f} +- {sem[1]:.1f}, mean size {mean[2]:.1f} units")
    print(f"  free-unit density {mean[3]:.2e} +- {sem[3]:.1e} per site")
    print(f"  events per run {mean[5]:.0f}: terrace {mean[6]:.0f}, edge {mean[10]:.0f},")
    print(f"  attach {mean[7]:.1f}, detach {mean[8]:.1f}, "
          f"transfer {mean[9]:.1f}, desorb {mean[11]:.2f}")
    print(f"  acceptance of a rejection scheme, final state {mean[4]:.2e}")
    assert mean[7] > mean[8]


def separation(high, low, column):
    (a, sa), (b, sb) = results[high], results[low]
    return (a[column] - b[column]) / math.hypot(sa[column], sb[column])


compact = separation("reference", "slow edge", 0)
crowded = separation("attachment barrier", "reference", 3)
print(f"coordination gain by edge diffusion: {compact:.1f} standard errors")
print(f"free-density gain by attachment barrier: {crowded:.1f} standard errors")
assert compact > 3 and crowded > 3

# deposition clock: sum of mean waiting times for successive vacant-site numbers
waits = 1.0 / (base["flux"] * (SITES - np.arange(TARGET)))
expected, spread = waits.sum(), math.sqrt((waits**2).sum() / len(all_times))
measured = float(np.mean(all_times))
continuum = -math.log(1 - TARGET / SITES) / base["flux"]
print(f"growth time: simulated {measured:.5f} s, expected {expected:.5f} "
      f"+- {spread:.5f} s")
print(f"growth time from theta = 1 - exp(-F t): {continuum:.5f} s")
assert abs(measured - expected) < 4 * spread
assert abs(continuum / expected - 1) < 0.01
print("verified")
```

Running it gives:

```
temperature 1000 K, kT 0.08617 eV, prefactor 1.0e+13 1/s
3x3 VALIDATION barriers (eV): terrace 1.60, attach 1.65, edge 1.75, desorb 1.40
3x3 bond 0.10 eV, flux 2.50e+04 1/s per site
3x3 k0 8.7965e+05 1/s, mu -0.3068 eV
3x3 master equation: states 512, largest relative error of Gibbs law 3.2e-14
net-current fraction, reversible rates: 7.6e-16
net-current fraction, bond-blind desorption: 9.811e-03
net-current fraction, detachment x3 only: 2.007e-02
4x4 VALIDATION bond 0.05 eV, desorb 1.60 eV, flux 1.00e+04 1/s per site
4x4 k0 8.6368e+04 1/s, mu -0.1858 eV
4x4 P(full)/min P(N): bond 0.10 eV 29.82, bond 0.05 eV 1.00
4x4 trajectory: 60000 events, 65536 states enumerated
coverage: sampled 0.2151 +- 0.0063, enumerated 0.2214
bonds per site: sampled 0.2113 +- 0.0118, enumerated 0.2275
4x4 attachments 4692, detachments 4680, statistical scale 97
GROWTH lattice 24x24, final units 144, coverage 0.25, runs per case 4
reference barriers (eV): terrace 1.60, attach 1.60, edge 1.75, desorb 2.60
changed barriers (eV): slow edge 2.40, raised attach 1.80
bond 0.80 eV, flux 20.0 1/s per site
terrace hop rate 8.637e+04 1/s per direction, ratio to flux 4.318e+03
edge hop rate: reference 1.515e+04 1/s, slow 8.027e+00 1/s
attachment rate with barrier 8.480e+03 1/s
detachment rate from one bond, reference 8.027e+00 1/s
isolated-unit desorption rate 7.881e-01 1/s
mu 0.279 eV, excess over coexistence (-3J) 2.679 eV
[reference] mean coordination 4.365 +- 0.107
  islands 4.8 +- 1.0, mean size 34.9 units
  free-unit density 9.34e-04 +- 5.3e-05 per site
  events per run 6404: terrace 4088, edge 2001,
  attach 107.0, detach 0.0, transfer 64.8, desorb 0.00
  acceptance of a rejection scheme, final state 9.87e-03
[slow edge] mean coordination 3.198 +- 0.071
  islands 5.8 +- 0.9, mean size 26.5 units
  free-unit density 7.23e-04 +- 5.7e-05 per site
  events per run 5659: terrace 3044, edge 8,
  attach 106.5, detach 2.8, transfer 2353.0, desorb 0.00
  acceptance of a rejection scheme, final state 1.13e-02
[attachment barrier] mean coordination 4.198 +- 0.054
  islands 5.8 +- 0.5, mean size 25.4 units
  free-unit density 2.78e-03 +- 1.4e-04 per site
  events per run 13697: terrace 11270, edge 2172,
  attach 87.5, detach 0.2, transfer 23.2, desorb 0.00
  acceptance of a rejection scheme, final state 7.66e-03
coordination gain by edge diffusion: 9.1 standard errors
free-density gain by attachment barrier: 12.6 standard errors
growth time: simulated 0.01469 s, expected 0.01437 +- 0.00035 s
growth time from theta = 1 - exp(-F t): 0.01438 s
verified
```
